# Langmuir-McLean surface segregation in a ten percent alloy: test program

```python
"""Langmuir-McLean surface segregation in a binary alloy A(1-x)B(x).

Result under test:
    x_s/(1-x_s) = x_b/(1-x_b) * exp(-dE/(k T))
x_s, x_b : equilibrium atomic fractions of solute B in surface layer and bulk
dE       : energy change when a bulk B and a surface A change places (eV)
k, T     : Boltzmann constant (eV/K) and temperature (K)
The isotherm is compared with explicit enumeration of a bonded lattice and
with canonical sums over the number of solute atoms at the surface.
"""
from itertools import combinations
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq
from scipy.special import gammaln

k = k_joule / charge
dE = -0.2
x_bulk = 0.10
temperatures = np.arange(400, 1201, 100)


def isotherm(xb, T):
    K = np.exp(-dE / (k * T))
    return xb * K / (1 - xb + xb * K)


# ---- Small lattice: 4 layers of 3 sites, periodic along each layer ----
layers, columns = 4, 3


def site(layer, column):
    return (layer % layers) * columns + column % columns


lateral = [(site(l, c), site(l, c + 1))
           for l in range(layers) for c in range(columns)]
vertical = [(site(l, c), site(l + 1, c))
            for l in range(layers - 1) for c in range(columns)]
closing = [(site(layers - 1, c), site(0, c)) for c in range(columns)]
slab_bonds = lateral + vertical
closed_bonds = slab_bonds + closing
surface_sites = [site(l, c) for l in (0, layers - 1) for c in range(columns)]
n_sites = layers * columns
V_AA, V_BB = -0.8, -0.4
V_mean = (V_AA + V_BB) / 2


def bond_energy(occupation, bonds, V_AB):
    table = (V_AA, V_AB, V_BB)
    return sum(table[occupation[i] + occupation[j]] for i, j in bonds)


def enumerate_slab(n_solute, V_AB):
    counts, energies = [], []
    for chosen in combinations(range(n_sites), n_solute):
        occupation = [0] * n_sites
        for i in chosen:
            occupation[i] = 1
        counts.append(sum(occupation[i] for i in surface_sites))
        energies.append(bond_energy(occupation, slab_bonds, V_AB))
    return np.array(counts), np.array(energies)


def largest_spread(counts, energies):
    return max(np.ptp(energies[counts == m]) for m in np.unique(counts))


n_small = 5
counts, energies = enumerate_slab(n_small, V_mean)
spread_ideal = largest_spread(counts, energies)
assert spread_ideal < 1e-10
level = np.array([energies[counts == m].mean() for m in np.unique(counts)])
assert np.allclose(np.diff(level), dE, atol=1e-10)

# Surface energies of the pure elements from cutting the closed lattice
site_surface_energy = []
for kind in (0, 1):
    pure = [kind] * n_sites
    cut = (bond_energy(pure, slab_bonds, V_mean)
           - bond_energy(pure, closed_bonds, V_mean))
    site_surface_energy.append(cut / len(surface_sites))
g_A, g_B = site_surface_energy
assert abs((g_B - g_A) - np.diff(level).mean()) < 1e-10

# A mixed bond away from the mean makes the energy arrangement-dependent
V_shifted = V_mean - 0.05
spread_nonideal = largest_spread(*enumerate_slab(n_small, V_shifted))
assert spread_nonideal > 0.05

# Finite-size identity, averaged over every arrangement of the bonded lattice
T_test = 800.0
weights = np.exp(-(energies - energies.min()) / (k * T_test))
weights /= weights.sum()
N_surf = len(surface_sites)
N_inner = n_sites - N_surf
inner = n_small - counts
left = np.sum(weights * counts * (N_inner - inner))
right = np.exp(-dE / (k * T_test)) * np.sum(
    weights * (N_surf - counts) * inner)
assert abs(left / right - 1) < 1e-10


# ---- Canonical sum over the number of solute atoms at the surface ----
def log_binomial(N, m):
    return gammaln(N + 1) - gammaln(m + 1) - gammaln(N - m + 1)


def canonical(Ns, Nb, n, T):
    m = np.arange(max(0, n - Nb), min(Ns, n) + 1)
    logw = log_binomial(Ns, m) + log_binomial(Nb, n - m) - m * dE / (k * T)
    p = np.exp(logw - logw.max())
    p /= p.sum()
    mean = np.sum(p * m)
    variance = np.sum(p * (m - mean) ** 2)
    return mean / Ns, (n - mean) / Nb, variance


size_errors = []
for Ns in (20, 200, 2000):
    xs, xb, variance = canonical(Ns, 10 * Ns, 11 * Ns // 10, T_test)
    size_errors.append(abs(xs - isotherm(xb, T_test)))
    assert variance < (Ns + 1) / 4
assert abs(size_errors[1] / size_errors[2] - 10) < 1


def depleted_bulk(x_overall, ratio, T):
    """Bulk fraction when there are `ratio` bulk sites per surface site."""
    return brentq(lambda xb: isotherm(xb, T) + ratio * xb
                  - (1 + ratio) * x_overall, 0, x_overall, xtol=1e-14)


Ns_big, ratio = 400, 1000
Nb_big = ratio * Ns_big
n_big = (Ns_big + Nb_big) // 10
largest_difference = 0.0
for T in temperatures:
    xs, xb, variance = canonical(Ns_big, Nb_big, n_big, T)
    difference = abs(xs - isotherm(xb, T))
    largest_difference = max(largest_difference, difference)
    assert difference < 1e-5          # finite-size error is of order 1/Nb
    xb_balance = depleted_bulk(0.10, ratio, T)
    assert abs(xb_balance - xb) < 1e-7
    assert abs(isotherm(xb_balance, T) - xs) < 1e-5

# ---- Half coverage and temperature slope ----
T_half = -dE / (k * np.log((1 - x_bulk) / x_bulk))
T_root = brentq(lambda T: isotherm(x_bulk, T) - 0.5, 300, 3000)
assert abs(T_half - T_root) < 1e-6


def slope(T):
    xs = isotherm(x_bulk, T)
    return xs * (1 - xs) * dE / (k * T ** 2)


for T in (400.0, 800.0, T_half, 1200.0):
    numeric = (isotherm(x_bulk, T + 0.1) - isotherm(x_bulk, T - 0.1)) / 0.2
    assert abs(numeric / slope(T) - 1) < 1e-5

# ---- Output ----
print(f"Boltzmann constant k = {k:.6e} eV/K")
print(f"segregation energy dE = {dE:.2f} eV")
print(f"bulk solute fraction x_b = {x_bulk:.2f}")
print(f"bulk odds x_b/(1-x_b) = {x_bulk / (1 - x_bulk):.5f}")
print("T (K) | kT (eV) | K=exp(-dE/kT) | odds x_s/(1-x_s) | x_s | x_s/x_b")
for T in temperatures:
    K = np.exp(-dE / (k * T))
    xs = isotherm(x_bulk, T)
    print(f"{T:5d} | {k * T:.5f} | {K:8.3f} | {K * x_bulk / (1 - x_bulk):7.4f}"
          f" | {xs:.4f} | {xs / x_bulk:.2f}")
print(f"half-coverage temperature T_half = {T_half:.1f} K")
print(f"slope dx_s/dT at T_half = {slope(T_half):.3e} per K")
for T in (400, 1200):
    print(f"dilute form x_b*K at {T} K = {x_bulk * np.exp(-dE / (k * T)):.3f}")
xb_400 = depleted_bulk(0.10, ratio, 400)
print(f"finite crystal: bulk sites per surface site = {ratio}")
print(f"finite crystal, 400 K, overall 0.10: x_b = {xb_400:.5f}")
print(f"finite crystal, 400 K, overall 0.10: x_s = {isotherm(xb_400, 400):.4f}")
print(f"canonical sum: surface sites = {Ns_big}, bulk sites = {Nb_big}")
print(f"largest |x_s(sum) - x_s(isotherm)| = {largest_difference:.1e}")
print("size test at 800 K, 10 bulk sites per surface site:")
for Ns, error in zip((20, 200, 2000), size_errors):
    print(f"  surface sites {Ns}: error in x_s = {error:.2e}")
print(f"small lattice: arrangements enumerated = {len(counts)}")
print(f"small lattice bonds: V_AA = {V_AA:.2f} eV, V_BB = {V_BB:.2f} eV")
print(f"small lattice mean mixed bond V_AB = {V_mean:.2f} eV")
print(f"surface energy per site: A = {g_A:.3f} eV, B = {g_B:.3f} eV")
print(f"exchange energy from enumeration = {np.diff(level).mean():.3f} eV")
print(f"shifted mixed bond V_AB = {V_shifted:.2f} eV")
print(f"energy spread at fixed n_s, shifted bond = {spread_nonideal:.2f} eV")
print("verified")
```

Running it gives:

```
Boltzmann constant k = 8.617333e-05 eV/K
segregation energy dE = -0.20 eV
bulk solute fraction x_b = 0.10
bulk odds x_b/(1-x_b) = 0.11111
T (K) | kT (eV) | K=exp(-dE/kT) | odds x_s/(1-x_s) | x_s | x_s/x_b
  400 | 0.03447 |  331.047 | 36.7830 | 0.9735 | 9.74
  500 | 0.04309 |  103.732 | 11.5257 | 0.9202 | 9.20
  600 | 0.05170 |   47.855 |  5.3172 | 0.8417 | 8.42
  700 | 0.06032 |   27.538 |  3.0598 | 0.7537 | 7.54
  800 | 0.06894 |   18.195 |  2.0216 | 0.6691 | 6.69
  900 | 0.07756 |   13.181 |  1.4646 | 0.5942 | 5.94
 1000 | 0.08617 |   10.185 |  1.1317 | 0.5309 | 5.31
 1100 | 0.09479 |    8.248 |  0.9164 | 0.4782 | 4.78
 1200 | 0.10341 |    6.918 |  0.7686 | 0.4346 | 4.35
half-coverage temperature T_half = 1056.3 K
slope dx_s/dT at T_half = -5.200e-04 per K
dilute form x_b*K at 400 K = 33.105
dilute form x_b*K at 1200 K = 0.692
finite crystal: bulk sites per surface site = 1000
finite crystal, 400 K, overall 0.10: x_b = 0.09913
finite crystal, 400 K, overall 0.10: x_s = 0.9733
canonical sum: surface sites = 400, bulk sites = 400000
largest |x_s(sum) - x_s(isotherm)| = 3.5e-06
size test at 800 K, 10 bulk sites per surface site:
  surface sites 20: error in x_s = 7.53e-03
  surface sites 200: error in x_s = 7.40e-04
  surface sites 2000: error in x_s = 7.39e-05
small lattice: arrangements enumerated = 792
small lattice bonds: V_AA = -0.80 eV, V_BB = -0.40 eV
small lattice mean mixed bond V_AB = -0.60 eV
surface energy per site: A = 0.400 eV, B = 0.200 eV
exchange energy from enumeration = -0.200 eV
shifted mixed bond V_AB = -0.65 eV
energy spread at fixed n_s, shifted bond = 0.50 eV
verified
```
